# Locating the Chemical Potential of a Gapped Crystal in Double Precision, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A crystal has one valence band $e_v(\mathbf k)$ with its maximum $E_v$ at $\mathbf k=0$, one conduction band $e_c(\mathbf k)$ with its minimum $E_c=E_v+E_g$ at the same point, and two electrons per cell of volume $\Omega$. The electrons are independent, the levels are fixed, and each level holds two spins. Atomic units ($\hbar=m_e=1$) are used in the algebra, and $\tau=k_BT$. A level $e$ has the Fermi-Dirac occupation

$$f(e)=\frac{1}{1+e^{(e-\mu)/\tau}} .$$

A program samples the Brillouin zone on a uniform mesh with weights $w_{\mathbf k}$ that add up to 1, and looks for the chemical potential $\mu$ as the root of $N(\mu)=2$, where

$$N(\mu)=2\sum_{\mathbf k}w_{\mathbf k}\,[f(e_v(\mathbf k))+f(e_c(\mathbf k))] .$$

It works in double precision, where the distance from 1 to the next number is $\epsilon=2^{-52}=2.2204\times10^{-16}$.

(a) Find the exact-arithmetic root $\mu_0$ for isotropic parabolic bands with masses $m_v$, $m_c$ and $E_g\gg\tau$, and state what limits the result.

(b) How well can the program locate $\mu_0$, as a function of the gap?

(c) What error does a wrong $\mu$ from the program cause in the band energy $E$ and the free energy $F=E-TS$?

Give numbers for a simple cubic model with $E_v=0$,

$$e_c=E_g+t_c\sum_{i=1}^{3}(1-\cos k_ia),\qquad e_v=-t_v\sum_{i=1}^{3}(1-\cos k_ia),\qquad t_{c,v}=\frac{1}{m_{c,v}a^2},$$

with the round parameters $a=5$ Å, $m_c=0.2$, $m_v=0.8$, $T=300$ K ($\tau=0.025852$ eV), a $64^3$ mesh that contains $\mathbf k=0$, and gaps from 1 to 3 eV.

## A tempting solution

The root lies near midgap. There the bottom of the conduction band has occupation about $e^{-E_g/2\tau}$, and the top of the valence band falls short of 1 by the same amount. The program sees these deviations as long as they exceed $\epsilon$, so it finds $\mu_0$ to machine accuracy for

$$E_g<2\tau\ln(1/\epsilon)=2\times0.025852\times36.044=1.8636\ \text{eV}.$$

For larger gaps all occupations round to 1 and 0, and $\mu$ can be anywhere in the gap. Since $\mu$ is the energy per electron, an error $\delta\mu$ shifts the energy of the two electrons by $2\,\delta\mu$, which for a 3 eV gap is several eV per cell.

## Where it fails

The first fault is the quantity compared with $\epsilon$. The root finder never sees the occupation of the band edge. It sees the sum $N(\mu)$, in which only the small fraction of the zone within a few $\tau$ of the edge carries such an occupation. The number to compare with $\epsilon$ is the carrier count per cell. The comparison also gives no sharp switch from an exact root to none, because the error of a root is the error of the function divided by its slope, and the slope falls continuously with the gap. Nor do all occupations round to 1 and 0. Those of the valence band round to 1 when $\mu$ is far enough above it, but those of the conduction band remain small nonzero numbers, which are lost only when they are added to a total near 2. As $\mu$ approaches either band, the carriers of that band become visible in the sum again.

The second fault is the shift $2\,\delta\mu$. The chemical potential is the cost of adding an electron, not the mean energy of those present. It enters $E$ and $F$ only through the occupations, and the reason the program cannot find $\mu$ is that the occupations hardly respond to it.

## Part (a): the root in exact arithmetic

Define the hole occupation $h=1-f$. Putting $1-f$ over a common denominator and dividing above and below by $e^{(e-\mu)/\tau}$ gives $h(e)=1/(1+e^{(\mu-e)/\tau})$. Let $n=2\sum w f(e_c)$ and $p=2\sum w\,h(e_v)$ be the electrons and holes per cell. Because $\sum w=1$, the valence part of $N$ is $2-p$, so

$$N(\mu)-2=n(\mu)-p(\mu).$$

For $\mu$ many $\tau$ from both edges (the nondegenerate or Boltzmann limit), the exponential dominates each denominator, and $f(e_c)\approx e^{-(e_c-\mu)/\tau}$, $h(e_v)\approx e^{-(\mu-e_v)/\tau}$. The dependence on $\mu$ factors out of the sums:

$$n=N_c\,e^{(\mu-E_c)/\tau},\qquad p=N_v\,e^{(E_v-\mu)/\tau},$$

$$N_c=2\sum w\,e^{-(e_c-E_c)/\tau},\qquad N_v=2\sum w\,e^{-(E_v-e_v)/\tau}.$$

This holds for any band shape and any mesh. Taking the logarithm of $n=p$ gives $\ln N_c+(\mu_0-E_c)/\tau=\ln N_v+(E_v-\mu_0)/\tau$, and collecting $\mu_0$,

$$\mu_0=\frac{E_c+E_v}{2}+\frac{\tau}{2}\ln\frac{N_v}{N_c}.$$

In the product $np$ the chemical potential cancels, so $np=n_i^2$ with

$$n_i=\sqrt{N_cN_v}\;e^{-E_g/2\tau},$$

and $n=p=n_i$ at the root.

On a fine mesh $\sum w\to\Omega\int d^3k/(2\pi)^3$, since the zone has volume $(2\pi)^3/\Omega$. With $e_c-E_c=k^2/2m_c$ the integrand decays well inside the zone and the limits may go to infinity. Each Cartesian direction gives $\int dk\,e^{-k^2/2m\tau}=\sqrt{2\pi m\tau}$, so

$$N_{c,v}=\frac{2\Omega\,(2\pi m_{c,v}\tau)^{3/2}}{(2\pi)^3}=2\Omega\left(\frac{m_{c,v}\tau}{2\pi}\right)^{3/2}.$$

The ratio is $N_v/N_c=(m_v/m_c)^{3/2}$, and $\tfrac12\times\tfrac32=\tfrac34$:

$$\mu_0=\frac{E_c+E_v}{2}+\frac34\,\tau\ln\frac{m_v}{m_c}.$$

The heavier band offers more states near its edge, so $\mu$ moves away from it until the counts balance. The shift vanishes for equal masses and as $T\to0$. Here it is $0.75\times0.025852\times\ln4=0.026879$ eV ($9.878\times10^{-4}$ Ha). A radial quadrature of the full Fermi function for $E_g=3$ eV gives $\mu_0=1.526879$ eV, as the formula says.

Three assumptions went in, and each can be given its leading correction.

Fermi statistics. For $x=(e-\mu)/\tau>0$, $f=e^{-x}/(1+e^{-x})=e^{-x}-e^{-2x}+\dots$ The second term is a Gaussian with $\tau$ replaced by $\tau/2$, so its integral carries a factor $2^{-3/2}$. With $y_c=e^{(\mu-E_c)/\tau}$ and $y_v=e^{(E_v-\mu)/\tau}$, $n=N_cy_c(1-2^{-3/2}y_c)$ and $p=N_vy_v(1-2^{-3/2}y_v)$. Set $\mu=\mu_0+\delta\mu$ in $\ln n=\ln p$ and use $\ln(1-z)\approx -z$. The zeroth-order terms cancel by the definition of $\mu_0$, which leaves $\delta\mu/\tau-2^{-3/2}y_c=-\delta\mu/\tau-2^{-3/2}y_v$. At $\mu_0$, $y_c=n_i/N_c=(m_v/m_c)^{3/4}e^{-E_g/2\tau}$ and $y_v=n_i/N_v$ has the masses exchanged, so to first order

$$\delta\mu=2^{-5/2}\,\tau\,e^{-E_g/2\tau}\left[\left(\frac{m_v}{m_c}\right)^{3/4}-\left(\frac{m_c}{m_v}\right)^{3/4}\right].$$

For $E_g=0.3$ eV this is $0.17678\times0.025852\times3.0207\times10^{-3}\times(2.8284-0.3536)=3.42\times10^{-5}$ eV, against $3.41\times10^{-5}$ eV from quadrature. For gaps of 1 eV and more it plays no part at this temperature.

Band shape. In the cubic model $1-\cos ka\approx k^2a^2/2$, so $t=1/(ma^2)$ reproduces $k^2/2m$ near $\mathbf k=0$. The zone average is a product of three equal one-dimensional averages. With $b=t/\tau$ and $\theta=ka$,

$$N_{c,v}=2\left[\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{-b(1-\cos\theta)}d\theta\right]^3=2\left[e^{-b}I_0(b)\right]^3,$$

where the integral of $e^{b\cos\theta}$ defines the modified Bessel function $I_0$. For large $b$ write $1-\cos\theta=\theta^2/2-\theta^4/24+\dots$, so the integrand is $e^{-b\theta^2/2}(1+b\theta^4/24+\dots)$. The Gaussian integrates to $\sqrt{2\pi/b}$, has variance $1/b$ and fourth moment $3/b^2$, so

$$N_{c,v}\approx 2\,(2\pi b)^{-3/2}\left(1+\frac{1}{8b}\right)^3 .$$

Inserting $b=1/(ma^2\tau)$ shows that the prefactor is the parabolic result with $\Omega=a^3$. The bracket adds $3/8b$ to each logarithm, so $\mu_0$ gains $(3\tau/16)(1/b_v-1/b_c)$ to first order in $1/b$. With $\hbar^2/m_e=7.61996$ eV Å$^2$, $t_c=7.61996/(0.2\times25)=1.52399$ eV and $t_v=0.38100$ eV, so $b_c=58.951$ and $b_v=14.738$. The first-order shift is $2.47\times10^{-4}$ eV, and the mesh gives $2.58\times10^{-4}$ eV, larger by 4.6% of the first-order value. The excess belongs to higher orders in $1/b$, because the unexpanded Bessel form, $N_c=2.82367\times10^{-4}$ and $N_v=2.30448\times10^{-3}$, matches the mesh root within the tested $10^{-11}$ eV. For the model at $E_g=3$ eV, $\mu_0=1.5+0.012926\times\ln 8.1613=1.527137$ eV (0.056121 Ha).

Mesh. On a $4^3$ mesh the point $\mathbf k=0$ has weight $1/64$ in both bands, and its six nearest neighbours, at $ka=\pm\pi/2$ along an axis, lie an energy $t$ from the edge. Then $N_{c,v}\approx(2/64)(1+6e^{-b})$, and $\mu_0$ differs from midgap by $(\tau/2)\,6\,(e^{-b_v}-e^{-b_c})\approx3\times0.025852\times e^{-14.738}=3.08\times10^{-8}$ eV, the value computed on that mesh. A mesh that contains $\mathbf k=0$ but does not resolve the thermal region returns midgap, and the masses drop out. If such a coarse mesh misses $\mathbf k=0$, the points $\mathbf k_1$ nearest to it dominate both sums with the same weight, so $N_c\propto e^{-(e_c(\mathbf k_1)-E_c)/\tau}$ and $N_v\propto e^{-(E_v-e_v(\mathbf k_1))/\tau}$, and the formula for $\mu_0$ gives $[e_c(\mathbf k_1)+e_v(\mathbf k_1)]/2$, which does depend on the masses.

## Part (b): what the root finder sees

From $n(\mu_0)=p(\mu_0)=n_i$ and the exponential dependence on $\mu$, $n=n_ie^{(\mu-\mu_0)/\tau}$ and $p=n_ie^{-(\mu-\mu_0)/\tau}$. In the Boltzmann limit, therefore,

$$N(\mu)-2=2n_i\sinh\frac{\mu-\mu_0}{\tau}.$$

In exact arithmetic this has a single root, with slope $2n_i/\tau$. The program obtains this small number by adding terms to a total near 2, and the rounding of that total decides what survives.

A double-precision number has 52 binary digits after the leading one, so the spacing is $\epsilon/2$ in $[\tfrac12,1)$, $\epsilon$ in $[1,2)$ and $2\epsilon$ in $[2,4)$. Rounding to nearest errs by at most half the spacing. Write $\mathrm{fl}\,N$ for the computed sum, and assume that the weights are powers of two (as on the $64^3$ mesh), so that multiplying by them is exact, and that the sum is accumulated exactly and rounded once. For a valence state with $z=e^{(e-\mu)/\tau}\ll1$, forming $1+z$ errs by at most $\epsilon/2$. This passes through the reciprocal with a factor of size at most 1, and rounding the reciprocal, which lies in $[\tfrac12,1)$, adds at most $\epsilon/4$. The valence weights with spin add up to 2, so these errors total at most $2\times\tfrac34\epsilon=1.5\,\epsilon$. The conduction occupations and the exponentials themselves have small relative errors, which contribute those relative errors times $n+p$, negligible when $n+p\ll1$. The last rounding adds at most $\epsilon$. Deep in the gap,

$$|\mathrm{fl}\,N-N|\le2.5\,\epsilon .$$

This is a bound. The largest error met on a scan of $\mu$ from 0.5 to 2.5 eV at $E_g=3$ eV was $0.908\,\epsilon$.

To estimate the actual set of $\mu$ with $\mathrm{fl}\,N=2$, suppose that the errors of the separate states largely cancel and keep the last rounding only. The neighbours of 2 are $2+2\epsilon$ and $2-\epsilon$, so a sum rounds to 2 when it lies between the halfway points, $-\epsilon/2\le n-p\le\epsilon$. Solving the sinh relation at the two ends gives the edges of the window:

$$\mu_+=\mu_0+\tau\,\mathrm{arsinh}\frac{\epsilon}{2n_i},\qquad \mu_-=\mu_0-\tau\,\mathrm{arsinh}\frac{\epsilon}{4n_i}.$$

Within this estimate, every $\mu$ between them is an exact root as far as the program can tell. The controlling ratio is $\epsilon/n_i$.

For $n_i\gg\epsilon$, $\mathrm{arsinh}\,u\approx u$ and the width is $\tau\epsilon(1/2+1/4)/n_i=3\tau\epsilon/4n_i$. It grows as $e^{E_g/2\tau}$, so digits of $\mu$ are lost steadily. At $E_g=1$ eV, $n_i=8.06664\times10^{-4}\times3.984\times10^{-9}=3.214\times10^{-12}$, and the width is $3\times0.025852\times2.2204\times10^{-16}/(4\times3.214\times10^{-12})=1.34\times10^{-6}$ eV. The measured window runs from 0.5271364 to 0.5271378 eV, a width of $1.338\times10^{-6}$ eV. About six decimal places of $\mu$ in eV survive at a gap where the tempting solution promised machine accuracy.

The window reaches the scale $\tau$ when $n_i=\epsilon$, which defines the onset gap

$$E_g^*=2\tau\ln\frac{\sqrt{N_cN_v}}{\epsilon}=0.051704\times\ln(3.633\times10^{12})=1.4953\ \text{eV}.$$

There $e^{-E_g/2\tau}$ is still $2.753\times10^{-13}$, over a thousand times $\epsilon$. The measured width is 0.01884 eV, about $0.73\,\tau$, comparable to the mass term of part (a). Since $N_c$ and $N_v$ are 2 times an average of numbers below 1, and are far below 1 when $b\gg1$, the condition $e^{-E_g/2\tau}<\epsilon$ is sufficient for $\mu$ to be lost in that regime, but it comes late.

The exact root $\mu_0$ is now known, and the ratio $\epsilon/n_i$ controls how well the program can locate it, with the window of apparent roots reaching the scale $\tau$ near a gap of 1.4953 eV in the model. What remains is the window for larger gaps, how to recover the lost root, and the errors that a wrong $\mu$ causes in $E$ and $F$.
